# When step density fails as a proxy for kinematic specular intensity: test program

```python
"""Specular intensity and step density from one growth simulation.

Result under test, for column heights h on a periodic square lattice:
    S = (1 - I) (1 - g) / 2
I : antiphase kinematic specular intensity, |mean of (-1)^h|^2
S : fraction of nearest-neighbour bonds with an odd height difference
g : mean of (cos kx + cos ky)/2 over the diffuse (k != 0) profile
A proxy 1 - kappa*S, kappa = 2/(1-g0), then has the error
    (1 - I) (g - g0) / (1 - g0).
Growth: a top atom with n lateral neighbours hops at rate R*b**n, in
units of the deposition rate per site. The substrate is immobile.
"""
import math
import random
from collections import defaultdict
from itertools import combinations_with_replacement
import numpy as np


class Film:
    """Rejection-free Monte Carlo; class 5 holds bare substrate sites."""

    def __init__(self, size, hop_rate, bond_factor, seed):
        self.size = size
        self.sites = size * size
        self.uniform = random.Random(seed).random
        self.near = [((x + 1) % size * size + y, (x - 1) % size * size + y,
                      x * size + (y + 1) % size, x * size + (y - 1) % size)
                     for x in range(size) for y in range(size)]
        self.h = [0] * self.sites
        self.kind = [5] * self.sites
        self.place = list(range(self.sites))
        self.members = [[], [], [], [], [], list(range(self.sites))]
        self.rate = [hop_rate * bond_factor**n for n in range(5)]
        self.deposited = 0
        self.events = 0

    def reclass(self, i, new):
        old = self.kind[i]
        if old == new:
            return
        group = self.members[old]
        last = group.pop()
        if last != i:
            p = self.place[i]
            group[p] = last
            self.place[last] = p
        group = self.members[new]
        self.place[i] = len(group)
        group.append(i)
        self.kind[i] = new

    def shift(self, i, change):
        """Add (+1) or remove (-1) one atom and update neighbour counts."""
        h = self.h
        old = h[i]
        new = old + change
        h[i] = new
        affected = new if change > 0 else old
        count = 0
        for k in self.near[i]:
            hk = h[k]
            if hk >= new:
                count += 1
            if hk == affected:
                self.reclass(k, self.kind[k] + change)
        self.reclass(i, count if new > 0 else 5)

    def event(self, flux):
        """Perform one event; return the mean residence time before it."""
        members, rate = self.members, self.rate
        arrival = flux * self.sites
        total = (arrival + rate[0] * len(members[0])
                 + rate[1] * len(members[1]) + rate[2] * len(members[2])
                 + rate[3] * len(members[3]) + rate[4] * len(members[4]))
        r = self.uniform() * total
        self.events += 1
        if r < arrival:
            self.shift(min(int(r / flux), self.sites - 1), 1)
            self.deposited += 1
            return 1.0 / total
        r -= arrival
        for n in range(5):
            weight = rate[n] * len(members[n])
            if r < weight:
                break
            r -= weight
        group = members[n]
        i = group[min(int(r / rate[n]), len(group) - 1)]
        j = self.near[i][int(4 * self.uniform())]
        self.shift(i, -1)
        self.shift(j, 1)
        return 1.0 / total

    def grow_to(self, atoms):
        while self.deposited < atoms:
            self.event(1.0)

    def heights(self):
        return np.array(self.h).reshape(self.size, self.size)

    def verify(self):
        """Recount all neighbours from scratch and check the mass."""
        h = self.h
        for i in range(self.sites):
            n = sum(h[k] >= h[i] for k in self.near[i]) if h[i] > 0 else 5
            assert self.kind[i] == n
            assert self.members[n][self.place[i]] == i
        assert sum(h) == self.deposited and min(h) >= 0


def intensity(h, phase=math.pi):
    return abs(np.mean(np.exp(1j * phase * h)))**2


def odd_steps(h):
    return np.mean([(h - np.roll(h, 1, axis)) % 2 for axis in (0, 1)])


def all_steps(h):
    return np.mean([h != np.roll(h, 1, axis) for axis in (0, 1)])


def lateral_bonds(h):
    return sum(np.minimum(h, np.roll(h, 1, axis)).sum() for axis in (0, 1))


def patch_intensity(h, width):
    """Coherent inside width x width patches, incoherent between them."""
    m = h.shape[0] // width
    u = 1.0 - 2.0 * (h % 2)
    return np.mean(u.reshape(m, width, m, width).mean(axis=(1, 3))**2)


def observe(h):
    """Measure a surface and test the spectral and two-site identities."""
    i_spec, s_odd = intensity(h), odd_steps(h)
    u = 1.0 - 2.0 * (h % 2)
    profile = abs(np.fft.fft2(u) / h.size)**2
    k = 2 * np.pi * np.fft.fftfreq(h.shape[0])
    cosine = (np.cos(k)[:, None] + np.cos(k)[None, :]) / 2
    assert abs(0.5 * np.sum(profile * (1 - cosine)) - s_odd) < 1e-10
    diffuse = profile.copy()
    diffuse[0, 0] = 0.0
    g = np.sum(diffuse * cosine) / np.sum(diffuse)
    assert abs(s_odd - (1 - i_spec) * (1 - g) / 2) < 1e-10
    pair = np.mean([((u + np.roll(u, 1, a)) / 2)**2 for a in (0, 1)])
    assert abs(pair - (1 - s_odd)) < 1e-10
    return [i_spec, s_odd, g, all_steps(h), intensity(h, math.pi / 2)]


# --- simulator against an exact Boltzmann sum: 3 atoms on 4 x 4 sites ---
b_test = 0.2
small = Film(4, 1.0, b_test, 11)
for site in (0, 5, 10):
    small.shift(site, 1)
    small.deposited += 1
dwell = defaultdict(float)
for _ in range(80000):
    state = tuple(small.h)
    dwell[state] += small.event(0.0)
small.verify()


def state_average(weights):
    """Weighted means of odd-step density, intensity and lateral bonds."""
    total = sum(weights.values())
    result = np.zeros(3)
    for state, w in weights.items():
        h = np.array(state).reshape(4, 4)
        values = [odd_steps(h), intensity(h), lateral_bonds(h)]
        result += w / total * np.array(values)
    return result


boltzmann, equal = {}, {}
for atoms in combinations_with_replacement(range(16), 3):
    h = np.bincount(atoms, minlength=16).reshape(4, 4)
    key = tuple(int(v) for v in h.ravel())
    boltzmann[key] = b_test**(-float(lateral_bonds(h)))
    equal[key] = 1.0
kmc_mean = state_average(dwell)
exact_mean = state_average(boltzmann)
# estimated sampling errors: 0.001 (S), 0.002 (I), 0.02 (bonds)
assert abs(kmc_mean[0] - exact_mean[0]) < 0.006
assert abs(kmc_mean[1] - exact_mean[1]) < 0.012
assert abs(kmc_mean[2] - exact_mean[2]) < 0.08
# the bond number must be able to reveal wrong bond weights
equal_mean = state_average(equal)
assert abs(equal_mean[2] - exact_mean[2]) > 0.5
for name, c in (("S", 0), ("I", 1), ("lateral bonds", 2)):
    print(f"equilibrium test, {name}: KMC {kmc_mean[c]:.4f}, "
          f"Boltzmann {exact_mean[c]:.4f}, equal weights {equal_mean[c]:.4f}")

# --- constructed surfaces and random deposition ---
L = 40
N = L * L
rng = np.random.default_rng(5)
two_level = (rng.random((L, L)) < 0.3).astype(int)
cover = two_level.mean()
for phase in (0.7, math.pi / 2, math.pi, 2 * math.pi):
    sine2 = math.sin(phase / 2)**2
    assert abs(intensity(two_level, phase)
               - (1 - 4 * cover * (1 - cover) * sine2)) < 1e-10
    near_corr = np.mean([np.cos(phase * (two_level - np.roll(two_level, 1, a)))
                         for a in (0, 1)])
    assert abs(near_corr - (1 - 2 * all_steps(two_level) * sine2)) < 1e-10
stripes = []
for width in (10, 20):
    h = np.zeros((L, L), int)
    h[:width] = 1
    stripes.append((intensity(h), odd_steps(h)))
assert abs(stripes[0][1] - stripes[1][1]) < 1e-12
assert stripes[0][0] - stripes[1][0] > 0.2
print(f"stripes 10 and 20 wide: S = {stripes[0][1]:.3f}, "
      f"{stripes[1][1]:.3f}; I = {stripes[0][0]:.3f}, {stripes[1][0]:.3f}")
samples = []
for _ in range(300):
    h = np.bincount(rng.integers(0, N, N // 2), minlength=N).reshape(L, L)
    samples.append((intensity(h), odd_steps(h)))
random_I, random_S = np.mean(samples, axis=0)
# sampling errors are near 0.001; finite-size terms are of order 1/N
assert abs(random_I - math.exp(-2)) < 0.006
assert abs(random_S - (1 - math.exp(-2)) / 2) < 0.004
print(f"random deposition, 0.5 ML: I = {random_I:.4f} "
      f"(law {math.exp(-2):.4f}), S = {random_S:.4f} "
      f"(law {(1 - math.exp(-2)) / 2:.4f})")

# --- growth at three ratios of hop rate to deposition rate ---
b = 0.001
ratios = (300, 3000, 30000)
theta = 0.05 * np.arange(1, 41)
print(f"lattice {L} x {L} sites, bond factor b = {b}, 2 seeds per run")
runs = {}
for ratio in ratios:
    repeats = []
    for seed in (1, 2):
        film = Film(L, ratio, b, seed)
        rows = []
        for t in theta:
            film.grow_to(round(t * N))
            rows.append(observe(film.heights()))
        film.verify()
        repeats.append(rows)
    runs[ratio] = np.array(repeats)
    mean = runs[ratio].mean(axis=0)
    for t in (0.2, 0.5, 0.8, 1.0, 1.5, 2.0):
        I, S = mean[round(t / 0.05) - 1, :2]
        print(f"R={ratio} coverage {t:.1f} ML: I={I:.3f} S={S:.3f} "
              f"g={1 - 2 * S / (1 - I):.3f}")
    spread = abs(runs[ratio][0] - runs[ratio][1]).max(axis=0) / 2
    print(f"R={ratio} largest half-difference of seeds: "
          f"I {spread[0]:.3f}, S {spread[1]:.3f}")
    even = (runs[ratio][:, :, 3] - runs[ratio][:, :, 1]).max()
    print(f"R={ratio} largest bond fraction with even steps: {even:.4f}")

early_slow = runs[30000][:, 3].mean(axis=0)
early_fast = runs[300][:, 3].mean(axis=0)
change_S = math.log(early_fast[1] / early_slow[1])
change_I = math.log((1 - early_fast[0]) / (1 - early_slow[0]))
assert change_S > 2 * abs(change_I)
print(f"0.2 ML, ratio of R=300 to R=30000: S {math.exp(change_S):.2f}, "
      f"1-I {math.exp(change_I):.2f}")


def best_slope(data):
    I, S = data[:, :, 0].ravel(), data[:, :, 1].ravel()
    return S @ (1 - I) / (S @ S)


kappa_ref = best_slope(runs[300])
rms = {}
for ratio in ratios:
    I, S, g, _, I_half = (runs[ratio][:, :, c].ravel() for c in range(5))
    rho = np.corrcoef(I, S)[0, 1]
    rho_half = np.corrcoef(I_half, S)[0, 1]
    print(f"R={ratio} correlation of I and S: phase pi {rho:.3f}, "
          f"pi/2 {rho_half:.3f}")
    for name, kappa in (("own", best_slope(runs[ratio])),
                        ("R=300", kappa_ref)):
        error = 1 - kappa * S - I
        g0 = 1 - 2 / kappa
        assert np.allclose(error, (1 - I) * (g - g0) / (1 - g0), atol=1e-9)
        rms[ratio, name] = math.sqrt(np.mean(error**2))
        share = np.mean(abs(error) <= 0.1)
        print(f"R={ratio} {name} calibration: kappa={kappa:.3f} "
              f"g0={g0:.3f} rms={rms[ratio, name]:.3f} "
              f"within 0.1: {100 * share:.0f} %")
assert rms[30000, "R=300"] > 1.2 * rms[30000, "own"]

# --- flux stopped at half a monolayer, same hop rates afterwards ---
film = Film(L, 3000, b, 7)
film.grow_to(N // 2)
start_events, clock = film.events, 0.0
history = []
for target in (0, 10000, 50000, 250000):
    while film.events - start_events < target:
        clock += film.event(0.0)
    h = film.heights()
    I, S = observe(h)[:2]
    if not history:
        I0, S0 = I, S
    proxy = 1 - (1 - I0) * S / S0
    p4, p8 = patch_intensity(h, 4), patch_intensity(h, 8)
    history.append((I, S, proxy, p4, p8))
    print(f"relaxation t={clock * 3000:.3g} hop times: I={I:.4f} S={S:.3f} "
          f"proxy={proxy:.3f} I4={p4:.3f} I8={p8:.3f}")
    print(f"  fraction of sites at height 2 or more: {np.mean(h > 1):.4f}")
film.verify()
first, last = history[0], history[-1]
assert last[1] < 0.85 * first[1]
assert last[0] < first[0] + 0.02
assert last[3] > first[3]

# shuffling columns keeps the intensity but removes lateral correlation
shuffled = []
for _ in range(60):
    mixed = rng.permutation(h.ravel()).reshape(L, L)
    assert abs(intensity(mixed) - last[0]) < 1e-10
    shuffled.append(odd_steps(mixed))
assert abs(np.mean(shuffled) - (1 - last[0]) / 2) < 0.006
print(f"relaxed film, columns shuffled: I={intensity(mixed):.4f}, "
      f"mean S={np.mean(shuffled):.3f}")
print("tests ok")
```

Running it gives:

```
equilibrium test, S: KMC 0.2595, Boltzmann 0.2595, equal weights 0.2623
equilibrium test, I: KMC 0.4340, Boltzmann 0.4343, equal weights 0.5083
equilibrium test, lateral bonds: KMC 1.4578, Boltzmann 1.4545, equal weights 0.6275
stripes 10 and 20 wide: S = 0.025, 0.025; I = 0.250, 0.000
random deposition, 0.5 ML: I = 0.1354 (law 0.1353), S = 0.4328 (law 0.4323)
lattice 40 x 40 sites, bond factor b = 0.001, 2 seeds per run
R=300 coverage 0.2 ML: I=0.369 S=0.230 g=0.271
R=300 coverage 0.5 ML: I=0.002 S=0.367 g=0.265
R=300 coverage 0.8 ML: I=0.075 S=0.360 g=0.223
R=300 coverage 1.0 ML: I=0.085 S=0.355 g=0.224
R=300 coverage 1.5 ML: I=0.014 S=0.366 g=0.258
R=300 coverage 2.0 ML: I=0.042 S=0.361 g=0.246
R=300 largest half-difference of seeds: I 0.048, S 0.028
R=300 largest bond fraction with even steps: 0.0587
R=3000 coverage 0.2 ML: I=0.362 S=0.201 g=0.370
R=3000 coverage 0.5 ML: I=0.000 S=0.321 g=0.357
R=3000 coverage 0.8 ML: I=0.239 S=0.268 g=0.297
R=3000 coverage 1.0 ML: I=0.398 S=0.202 g=0.329
R=3000 coverage 1.5 ML: I=0.001 S=0.307 g=0.385
R=3000 coverage 2.0 ML: I=0.216 S=0.253 g=0.354
R=3000 largest half-difference of seeds: I 0.041, S 0.020
R=3000 largest bond fraction with even steps: 0.0169
R=30000 coverage 0.2 ML: I=0.362 S=0.155 g=0.514
R=30000 coverage 0.5 ML: I=0.000 S=0.231 g=0.539
R=30000 coverage 0.8 ML: I=0.325 S=0.172 g=0.491
R=30000 coverage 1.0 ML: I=0.593 S=0.113 g=0.444
R=30000 coverage 1.5 ML: I=0.000 S=0.217 g=0.566
R=30000 coverage 2.0 ML: I=0.455 S=0.150 g=0.449
R=30000 largest half-difference of seeds: I 0.086, S 0.022
R=30000 largest bond fraction with even steps: 0.0016
0.2 ML, ratio of R=300 to R=30000: S 1.48, 1-I 0.99
R=300 correlation of I and S: phase pi -0.986, pi/2 -0.903
R=300 own calibration: kappa=2.654 g0=0.246 rms=0.029 within 0.1: 100 %
R=300 R=300 calibration: kappa=2.654 g0=0.246 rms=0.029 within 0.1: 100 %
R=3000 correlation of I and S: phase pi -0.973, pi/2 -0.944
R=3000 own calibration: kappa=3.129 g0=0.361 rms=0.042 within 0.1: 100 %
R=3000 R=300 calibration: kappa=2.654 g0=0.246 rms=0.132 within 0.1: 30 %
R=30000 correlation of I and S: phase pi -0.967, pi/2 -0.971
R=30000 own calibration: kappa=4.253 g0=0.530 rms=0.063 within 0.1: 91 %
R=30000 R=300 calibration: kappa=2.654 g0=0.246 rms=0.294 within 0.1: 9 %
relaxation t=0 hop times: I=0.0002 S=0.323 proxy=0.000 I4=0.176 I8=0.032
  fraction of sites at height 2 or more: 0.0037
relaxation t=4.52e+06 hop times: I=0.0000 S=0.162 proxy=0.499 I4=0.402 I8=0.053
  fraction of sites at height 2 or more: 0.0000
relaxation t=2.79e+07 hop times: I=0.0000 S=0.111 proxy=0.658 I4=0.571 I8=0.217
  fraction of sites at height 2 or more: 0.0000
relaxation t=1.49e+08 hop times: I=0.0000 S=0.071 proxy=0.781 I4=0.694 I8=0.426
  fraction of sites at height 2 or more: 0.0000
relaxed film, columns shuffled: I=0.0000, mean S=0.501
tests ok
```
